# The Rosen-Zener Pulse and Demkov Charge Exchange Without a Crossing

**The system.** Two states have a constant energy separation and are coupled by a real pulse. In the basis of states 1 and 2,

$$H(t)=\frac{\hbar}{2}\begin{pmatrix}-\Delta&\Omega(t)\\ \Omega(t)&\Delta\end{pmatrix},\qquad \Omega(t)=\Omega_0\,\mathrm{sech}(t/T),\qquad T>0 .$$

The amplitudes are $a_1,a_2$, and the system starts in state 1 at $t\to-\infty$. Throughout, $\delta=\Delta T$, $A=\int_{-\infty}^{\infty}\Omega\,dt$ is the pulse area, and $P$ is the final population of state 2. Decay and all other states are neglected.

## Part (a)

**Question.** Remove the free phases and obtain a second-order equation for the amplitude of state 1. Solve it with the variable $z=[1+\tanh(t/T)]/2$.

**Answer.** Put $a_1=c_1e^{i\Delta t/2}$ and $a_2=c_2e^{-i\Delta t/2}$. The diagonal terms of the Schrödinger equation cancel, leaving

$$i\dot c_1=\tfrac12\Omega e^{-i\Delta t}c_2,\qquad i\dot c_2=\tfrac12\Omega e^{i\Delta t}c_1 .$$

The first equation gives $c_2=(2i/\Omega)e^{i\Delta t}\dot c_1$. Its derivative, inserted in the second equation, gives

$$-\frac{2}{\Omega}e^{i\Delta t}\left[\ddot c_1+i\Delta\dot c_1-\frac{\dot\Omega}{\Omega}\dot c_1\right]=\frac{\Omega}{2}e^{i\Delta t}c_1,$$

and therefore

$$\ddot c_1-\left(\frac{\dot\Omega}{\Omega}-i\Delta\right)\dot c_1+\frac{\Omega^2}{4}c_1=0 .$$

Since $\tanh(t/T)=2z-1$, we have $\mathrm{sech}^2(t/T)=4z(1-z)$. Hence

$$T\dot z=2z(1-z),\qquad T\frac{\dot\Omega}{\Omega}=1-2z,\qquad \frac{\Omega^2T^2}{4}=4g^2z(1-z),$$

where $g=\Omega_0T/2$. With primes for derivatives with respect to $z$,

$$T\dot c_1=2z(1-z)c_1',\qquad T^2\ddot c_1=4z^2(1-z)^2c_1''+4z(1-z)(1-2z)c_1'.$$

Multiply the equation for $c_1$ by $T^2$ and divide by $4z(1-z)$. The coefficient of $c_1'$ becomes $(1-2z)-\tfrac12(1-2z-i\delta)=\tfrac12(1+i\delta)-z$, so

$$z(1-z)c_1''+(\nu-z)c_1'+g^2c_1=0,\qquad \nu=\frac{1+i\delta}{2}.$$

The hypergeometric equation has the form $z(1-z)w''+[\nu-(a+b+1)z]w'-ab\,w=0$. Comparison gives $a+b=0$ and $ab=-g^2$, so $a=g$, $b=-g$.

Near $z=0$ the two independent solutions behave as $1$ and $z^{1-\nu}$. For the second, $\dot c_1\propto z^{1-\nu}$ has modulus proportional to $z^{1/2}$, as has $\Omega$. Their ratio gives a nonzero initial $c_2$, which is excluded. For the first, $\dot c_1\propto z$ and $c_2\to0$. Thus, up to a constant phase,

$$c_1=F(g,-g;\nu;z).$$

## Part (b)

**Question.** Find $P$ in terms of $A$ and $\delta$. Discuss resonance, complete return and a weak pulse.

**Answer.** The pulse ends at $z=1$. Gauss's formula applies because $\mathrm{Re}(\nu-a-b)=\tfrac12>0$:

$$c_1(\infty)=\frac{\Gamma(\nu)^2}{\Gamma(\nu-g)\Gamma(\nu+g)} .$$

For real $\delta$, $\nu^*=1-\nu$. The reflection formula $\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x$ gives

$$|\Gamma(\nu)|^2=\frac{\pi}{\sin\pi\nu}=\frac{\pi}{\cosh(\pi\delta/2)} .$$

In the squared denominator, pair $\Gamma(\nu-g)$ with $\Gamma(\nu+g)^*=\Gamma(1-\nu+g)$, and $\Gamma(\nu+g)$ with $\Gamma(\nu-g)^*=\Gamma(1-\nu-g)$:

$$|\Gamma(\nu-g)\Gamma(\nu+g)|^2=\frac{\pi^2}{\sin\pi(\nu-g)\,\sin\pi(\nu+g)} .$$

Because $\sin\pi(\nu\mp g)=\cos(i\pi\delta/2\mp\pi g)$, the product of sines is

$$\cos^2\pi g-\sin^2(i\pi\delta/2)=\cos^2\pi g+\sinh^2(\pi\delta/2).$$

It follows that

$$|c_1(\infty)|^2=\frac{\cos^2\pi g+\sinh^2(\pi\delta/2)}{\cosh^2(\pi\delta/2)} .$$

Subtract this from one and use $\cosh^2x-\sinh^2x=1$. The area is $A=\pi\Omega_0T$, so $\pi g=A/2$, and

$$\boxed{P=\sin^2\!\left(\frac A2\right)\mathrm{sech}^2\!\left(\frac{\pi\Delta T}{2}\right)} .$$

At resonance, $\Delta=0$, the transfer is $\sin^2(A/2)$. If $A=2\pi n$ with integer $n$, the population returns completely to state 1 for every detuning. For a weak pulse, $P\simeq(A^2/4)\,\mathrm{sech}^2(\pi\delta/2)$. For this pulse shape, at fixed $\delta$ a larger area cannot raise $P$ above the sech-squared factor.

## Part (c)

**Question.** In a head-on collision the two charge-exchange channels have energies $\mp Q/2$ relative to a common repulsion $U_0e^{-2\alpha R}$, and coupling $V(R)=V_0e^{-\alpha R}$, with all constants positive. The reduced mass is $\mu$ and the asymptotic speed is $v$. Treat $R(t)$ as one classical trajectory determined by the common repulsion. Is there a crossing? Find the pulse and the transfer probability, and explain their dependence on speed.

**Answer.** The diabatic energies are parallel, so they do not cross. Diagonalizing the two-channel matrix gives the adiabatic gap $\sqrt{Q^2+4V(R)^2}$. It tends to $Q$ at large distance and grows inward, so there is no avoided crossing with a minimum gap at finite $R$ at which to apply a linear crossing model.

With $E=\mu v^2/2$, the turning point satisfies $U_0e^{-2\alpha R_0}=E$:

$$R_0=\frac{1}{2\alpha}\ln\frac{U_0}{E}.$$

Energy conservation then gives

$$\dot R^2=v^2\left[1-e^{-2\alpha(R-R_0)}\right].$$

Let $y=e^{\alpha(R-R_0)}$. Then $\dot y=\alpha y\dot R=\pm\alpha v\sqrt{y^2-1}$, with the lower sign before the turning point and the upper sign after it. Placing the turning point at $t=0$ gives $y=\cosh(\alpha vt)$, or

$$R(t)=R_0+\frac1\alpha\ln\cosh(\alpha vt),\qquad V(R(t))=V(R_0)\,\mathrm{sech}(\alpha vt).$$

This is the Rosen-Zener pulse. Comparing matrix elements gives $\Delta=Q/\hbar$, $T=1/(\alpha v)$ and $\Omega_0=2V(R_0)/\hbar$. Since $e^{-\alpha R_0}=\sqrt{E/U_0}$,

$$A=\frac{2\pi V_0}{\hbar\alpha v}\sqrt{\frac{E}{U_0}}=\frac{2\pi V_0}{\hbar\alpha}\sqrt{\frac{\mu}{2U_0}},$$

$$P=\sin^2\!\left(\frac A2\right)\mathrm{sech}^2\!\left(\frac{\pi Q}{2\hbar\alpha v}\right).$$

A faster collision reaches a peak coupling proportional to $v$, but lasts for a time proportional to $1/v$. The area is therefore independent of speed, and in this model $P$ depends on speed through the sech-squared factor alone. At low speed $P\simeq4\sin^2(A/2)e^{-\pi Q/(\hbar\alpha v)}$; at high speed the formula tends to $\sin^2(A/2)$, but it has meaning only while $E<U_0$, since $R_0$ is otherwise negative.

The map is exact within the stated trajectory model, and it relies on a repulsion that decays exactly twice as fast as the coupling. For a repulsion $U_0e^{-\beta R}$ the same steps give a pulse proportional to $\mathrm{sech}^{2\alpha/\beta}(\beta vt/2)$ and an area proportional to $v^{2\alpha/\beta-1}$, which depends on speed unless $\beta=2\alpha$. That model needs $Q\ll E$ and $V(R_0)\ll E$, so that the channel energies change the motion little, and $\mu v/(\hbar\alpha)\gg1$, so that the wavelength is short on the scale $1/\alpha$.

## Part (d)

**Question.** Take $\mu=40\,\mathrm u$, $\alpha=2\times10^{10}\,\mathrm{m^{-1}}$, $Q=0.1$ eV, $V_0=5$ eV and $U_0=4000$ eV. These are model parameters, not those of a named pair. Evaluate $P$ at $v=10^4$ m/s, check the conditions, and compare other speeds.

**Answer.** The collision energy is $E=20.73$ eV. The turning point and its coupling are

$$R_0=\frac{\ln(4000/20.73)}{4\times10^{10}\,\mathrm{m^{-1}}}=1.316\ \text{Å},\qquad V(R_0)=5\sqrt{\frac{20.73}{4000}}=0.360\ \mathrm{eV}.$$

The pulse time is $T=1/[(2\times10^{10})(10^4)]\,\mathrm s=5.00$ fs. With $\Delta=1.519\times10^{14}$ rad/s and $\Omega_0=1.094\times10^{15}$ rad/s,

$$\delta=\Delta T=0.760,\qquad A=\pi\Omega_0T=17.1794\ \mathrm{rad}.$$

The interference and detuning factors are $0.5496$ and $0.3085$, so

$$P=0.5496\times0.3085=0.170 .$$

The conditions are met: $Q/E=0.0048$, $V(R_0)/E=0.017$, and $\mu v/(\hbar\alpha)=2ET/\hbar=2\delta/(Q/E)\approx315$.

| $v$ (m/s) | $\delta$ | $P$ |
|---:|---:|---:|
| $5\times10^3$ | 1.519 | 0.018 |
| $1\times10^4$ | 0.760 | 0.170 |
| $2\times10^4$ | 0.380 | 0.392 |
| $4\times10^4$ | 0.190 | 0.503 |

The probability rises toward $0.550$, the value of $\sin^2(A/2)$; it reaches $0.546$ at $v=1.39\times10^5$ m/s, where $E=U_0$, $R_0=0$ and the model ends. Numerical integration of the classical trajectory together with the two amplitudes reproduces these values. It tests the map, but not the neglect of the channels' reaction on the motion.

## Part (e)

**Question.** Explain the sech-squared factor by considering one incoming exponential tail. Let $\Omega\propto e^{t/T}$ and $\Delta>0$. Starting in state 1, what population $p$ is found in the upper adiabatic state once $\Omega\gg\Delta$? Where do the adiabatic states change character?

**Answer.** Put $s=\Omega T/2$, so that $T\dot s=s$. The Schrödinger equation becomes

$$is\frac{da_1}{ds}=-\frac\delta2a_1+sa_2,\qquad is\frac{da_2}{ds}=sa_1+\frac\delta2a_2 .$$

With $\nu=(1+i\delta)/2$ as before, try

$$a_1=N\sqrt s\,J_{\nu-1}(s),\qquad a_2=-iN\sqrt s\,J_\nu(s).$$

The recurrence $sJ_{\nu-1}'=(\nu-1)J_{\nu-1}-sJ_\nu$ gives

$$is\frac{da_1}{ds}=iN\sqrt s\left[(\nu-\tfrac12)J_{\nu-1}-sJ_\nu\right]=-\frac\delta2a_1+sa_2,$$

because $\nu-\tfrac12=i\delta/2$. The recurrence $sJ_\nu'=sJ_{\nu-1}-\nu J_\nu$ gives

$$is\frac{da_2}{ds}=N\sqrt s\left[sJ_{\nu-1}+(\tfrac12-\nu)J_\nu\right]=sa_1+\frac\delta2a_2 .$$

Both equations hold. As $s\to0$, $J_{\nu-1}\simeq(s/2)^{\nu-1}/\Gamma(\nu)$. Hence $a_2\to0$ and $|a_1|\to|N|\sqrt2/|\Gamma(\nu)|$. Setting this modulus to one gives

$$|N|^2=\frac{|\Gamma(\nu)|^2}{2}=\frac{\pi}{2\cosh(\pi\delta/2)} .$$

For large $s$, let $\theta=s-i\pi\delta/4$. The leading Bessel asymptotics are

$$J_{\nu-1}\simeq\sqrt{\frac{2}{\pi s}}\cos\theta,\qquad J_\nu\simeq\sqrt{\frac{2}{\pi s}}\sin\theta .$$

The upper adiabatic state tends to $(1,1)/\sqrt2$. Its amplitude is $(a_1+a_2)/\sqrt2=(N/\sqrt\pi)e^{-i\theta}$, and $|e^{-i\theta}|^2=e^{-\pi\delta/2}$. Therefore

$$p=\frac{e^{-\pi\delta/2}}{2\cosh(\pi\delta/2)}=\frac{1}{1+e^{\pi\delta}} .$$

The adiabatic states are rotated from states 1 and 2 by half the angle $\arctan(\Omega/\Delta)$, and on the exponential tail this angle changes at the rate $T^{-1}\Omega\Delta/(\Omega^2+\Delta^2)$. This is greatest at $\Omega=\Delta$, or $2V=Q$. On the trajectory of part (c) the rate carries an extra factor $|\tanh(t/T)|$, which moves the maximum outward, to $2V/Q=0.98$ in the example of part (d). The states change character around that distance, although nothing crosses there.

Suppose the peak of the pulse has $\Omega\gg\Delta$, so that the incoming and outgoing mixing regions are separate and the motion between them is adiabatic. This picture does not apply to a weak pulse, for which the factor rests on part (b) alone. Transfer can then occur on the way in or on the way out. Each path has probability $p(1-p)$, and constructive interference of two equal amplitudes gives the maximum

$$4p(1-p)=\frac{4e^{\pi\delta}}{(1+e^{\pi\delta})^2}=\mathrm{sech}^2(\pi\delta/2).$$

In the example of part (d), $p=0.084$ and $4p(1-p)=0.308$.

## Part (f)

**Question.** Replace the smooth pulse by the symmetric Demkov pulse $\Omega=Be^{-|t|/T}$, $B>0$. Find $P$, its strong-coupling form through second order in $1/A$, and its weak-coupling form. When may the Rosen-Zener formula be used?

**Answer.** Start at a large negative time $-t$, and let $M=U(0,-t)$. The Hamiltonian has zero trace, so $M$ is unitary with determinant one:

$$M=\begin{pmatrix}a_1&-a_2^*\\a_2&a_1^*\end{pmatrix},$$

where the amplitudes are taken at time zero. Since $H$ is real and even in time, $\psi^*(-t)$ solves the Schrödinger equation whenever $\psi(t)$ does. Thus $U(t,0)=U(-t,0)^*=M^T$, and $U(t,-t)=M^TM$. Its lower-left element is $a_1^*a_2-a_2^*a_1=2i\,\mathrm{Im}(a_1^*a_2)$, so

$$P=4[\mathrm{Im}(a_1^*a_2)]^2 .$$

Insert the solution of part (e) at $s_0=BT/2$. The area is $A=2BT=4s_0$, and

$$P=\pi^2s_0^2\,\mathrm{sech}^2\!\left(\frac{\pi\delta}{2}\right)\left[\mathrm{Re}\,(J_{\nu-1}^*J_\nu)\right]^2,$$

with both Bessel functions evaluated at $s_0$.

For large $s_0$ define

$$q=4\nu^2-1=2i\delta-\delta^2,\qquad h=\frac{q}{8s_0},\qquad b=\frac{q(q-8)}{128s_0^2}.$$

Also $4(\nu-1)^2-1=q^*$. The Bessel expansions through second order are therefore

$$J_{\nu-1}^*\simeq\sqrt{\frac{2}{\pi s_0}}\,[(1-b)\cos\theta^*-h\sin\theta^*],$$

$$J_\nu\simeq\sqrt{\frac{2}{\pi s_0}}\,[(1-b)\sin\theta+h\cos\theta],$$

where $\theta=s_0-i\pi\delta/4$. Write $K=\sinh(\pi\delta/2)$. The products needed are

$$\cos\theta^*\sin\theta=\tfrac12(\sin2s_0-iK),\qquad \sin\theta^*\cos\theta=\tfrac12(\sin2s_0+iK),$$

and $|\cos\theta|^2-|\sin\theta|^2=\cos2s_0$. Multiplying the brackets, keeping second order, and taking twice the real part gives

$$X=\sin2s_0+2\,\mathrm{Re}\,h\,\cos2s_0-\mathrm{Re}(2b+h^2)\sin2s_0+K\,\mathrm{Im}(h^2-2b).$$

Using $q^2=\delta^4-4\delta^2-4i\delta^3$,

$$\mathrm{Re}\,h=-\frac{\delta^2}{8s_0},\qquad \mathrm{Re}(2b+h^2)=\frac{\delta^4}{32s_0^2},\qquad \mathrm{Im}(h^2-2b)=\frac{\delta}{4s_0^2}.$$

The first three terms of $X$ are the expansion of $\sin[2s_0-\delta^2/(4s_0)]$. The prefactors combine to give $P=\mathrm{sech}^2(\pi\delta/2)X^2$. With $A=4s_0$,

$$P\simeq\mathrm{sech}^2\!\left(\frac{\pi\delta}{2}\right)\left[\sin\!\left(\frac A2-\frac{\delta^2}{A}\right)+\frac{4\delta}{A^2}\sinh\frac{\pi\delta}{2}\right]^2 .$$

As $A\to\infty$ at fixed $\delta$, this tends to the Rosen-Zener form. The limit is not uniform in $\delta$: both corrections must be small, and the second contains a factor that grows exponentially with $\delta$. They express the difference in pulse shape, since the sech pulse has neither.

At $\delta=0.8$ the results are:

| $A$ (rad) | numerical $P$ | Rosen-Zener | second order |
|---:|---:|---:|---:|
| 20.42 | 0.12553 | 0.13864 | 0.12529 |
| 190.07 | 0.13776 | 0.13864 | 0.13776 |

Both areas have $\sin^2(A/2)=\tfrac12$. At this phase the Rosen-Zener error, relative to the numerical value, falls from about 10% to 0.6%. The error depends on the phase: it is 2.2% at $A=7\pi$, and at $A=6\pi$ the Rosen-Zener value is zero while $P=6.3\times10^{-4}$.

For a weak pulse, set $c_1=1$ in the equation for $c_2$ from part (a):

$$c_2(\infty)\simeq-\frac i2\int_{-\infty}^{\infty}Be^{-|t|/T+i\Delta t}dt=-\frac{iBT}{1+\delta^2},\qquad P\simeq\frac{A^2}{4(1+\delta^2)^2}.$$

The last step uses $BT=A/2$. This falls as a power of $\delta$, whereas the smooth sech pulse gives an exponential fall. At $A=0.1$ rad and $\delta=3$, the cusped pulse gives $2.50\times10^{-5}$ and the sech pulse $8.06\times10^{-7}$, a ratio of 31. Here $\Omega$ stays well below $\Delta$, so the region of strong mixing is never reached.

The Rosen-Zener formula therefore holds for weak and strong pulses alike on the head-on trajectory of part (c), within the conditions stated there. At a nonzero impact parameter the pulse is no longer a sech: for the parameters of part (d) at $10^4$ m/s and an impact parameter of $1.5$ Å, $P=0.061$, while the formula with the actual area gives $0.138$. For the cusped Demkov pulse it is a strong-coupling limit, and equal exponential tails alone do not justify it.

## Computed results

```
Largest sech-pulse probability error: 1.7e-09
Reduced mass mu: 40.0 u
Coupling decay constant alpha: 2.00e+10 m^-1
Energy defect Q: 0.100 eV
Coupling prefactor V0: 5.00 eV
Repulsion prefactor U0: 4000.0 eV
Example speed v: 1.00e+04 m/s
Collision energy E: 20.7285 eV
Closest approach R0: 1.3156 angstrom
Coupling at closest approach V(R0): 0.35994 eV
Ratio V(R0)/E: 0.01736
Ratio Q/E: 0.00482
Adiabatic gap at R0: 0.72678 eV
Pulse time T: 5.0000 fs
Detuning Delta: 1.51927e+14 rad/s
Peak coupling Omega0: 1.09368e+15 rad/s
Scaled detuning Delta*T: 0.75963
Pulse area A: 17.17942 rad
Interference factor sin^2(A/2): 0.54959
Detuning factor sech^2: 0.30848
Single-passage probability p: 0.08421
Two-passage factor 4p(1-p): 0.30848
Transfer probability P: 0.16954
Speed at which pi*Delta*T/2 = 1: 1.1932e+04 m/s
Speed (m/s), Delta*T, E (eV), P formula, P trajectory:
  5.0e+03  1.51927  5.1821  0.01828  0.01828
  1.0e+04  0.75963  20.7285  0.16954  0.16954
  2.0e+04  0.37982  82.9142  0.39250  0.39250
  4.0e+04  0.18991  331.6566  0.50344  0.50344
Half-passage test, Delta*T: 0.80
Half-passage p, numerical: 0.074932
Half-passage p, formula: 0.074933
Strong cusped pulses at Delta*T = 0.80:
Area (rad), P numerical, Rosen-Zener, phase shift, second order:
  20.4204  0.125526  0.138636  0.129951  0.125290
  190.0664  0.137758  0.138636  0.137702  0.137758
Weak pulse area: 0.10 rad
Weak pulse Delta*T: 3.00
Weak cusped pulse P, numerical: 2.4990e-05
Weak cusped pulse P, perturbative: 2.5000e-05
Weak sech pulse P: 8.0619e-07
Weak cusped-to-sech ratio: 31.00
```
